# Dipolar splitting of a radical pair: weak and strong coupling compared, part 2

Two radicals, each with one unpaired electron, are held a distance \(r\) apart in a strong magnetic field along \(z\). Their dipolar coupling splits the resonance lines. An energy-level calculation gave a doublet splitting \(|d|\) for \(|\Delta|\gg|d|/2\) and \(3|d|/2\) for \(|\Delta|\ll|d|/2\). The aim now is to recover this from the precession of the spins, without using the energy levels and eigenstates.

The spin operators \(\mathbf S_1,\mathbf S_2\) are dimensionless, with \(S_{i\pm}=S_{ix}\pm iS_{iy}\), and energies are divided by \(h\), so that they are frequencies, given in MHz. The Larmor frequencies are \(\nu_0\pm\Delta/2\), with static \(\Delta\), and \(M\) is the total spin projection along the field. The unit vector \(\mathbf n\) joins the radicals at an angle \(\theta\) to the field. The complete dipolar interaction is

\[
H_{dd}=\nu_{dd}\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right].
\]

For \(\nu_{dd}\ll\nu_0\), the terms that change \(M\) can be dropped, leaving

\[
H_{\rm sec}=d\left(S_{1z}S_{2z}-\tfrac14F\right),\qquad d=\nu_{dd}(1-3\cos^2\theta),
\]

with the flip-flop operator \(F=S_{1+}S_{2-}+S_{1-}S_{2+}\). The high-field Hamiltonian is

\[
H=\nu_0(S_{1z}+S_{2z})+\frac\Delta2(S_{1z}-S_{2z})+aS_{1z}S_{2z}+\frac b2F,
\]

where \(a=d\), \(b=-d/2\) for pure dipolar coupling. With \(R=\sqrt{\Delta^2+b^2}\) and \(s=-b/R\), the first derivation gave the lines

\[
\begin{aligned}
\nu_0\pm\frac{R+a}{2}&:\quad \text{weight }\frac{1+s}{4}\text{ each},\\
\nu_0\pm\frac{R-a}{2}&:\quad \text{weight }\frac{1-s}{4}\text{ each}.
\end{aligned}
\]

These weights are for thermal pairs at high temperature. For pairs born as singlets, with the coherence between the two middle (\(M=0\)) levels ignored, each line has magnitude \(\Delta^2/(8R^2)\). At \(\Delta=0\) the middle states are the triplet state \(T_0\) and the singlet \(S\).

The model pair has \(g=2.0023\), \(r=2.0\) nm, \(\theta=90^\circ\) and \(\nu_0=10000\) MHz, so that \(d=\nu_{dd}=6.505\) MHz.

### Equations of motion

A spectrometer detects precessing transverse magnetization. Its frequencies can be found from the motion of the operators themselves. With energies expressed as frequencies, the Heisenberg equation is

\[
\frac{dA}{dt}=2\pi i[H,A].
\]

An operator that obeys \([H,A]=\nu A\) therefore varies as \(e^{2\pi i\nu t}\), and \(\nu\) is a line position.

Start with \(S_{1+}\). The required commutators are \([S_{1z},S_{1+}]=S_{1+}\) and \([S_{1-},S_{1+}]=-2S_{1z}\). The part \(S_{1+}S_{2-}\) of \(F\) commutes with \(S_{1+}\). Thus

\[
[H,S_{1+}]=\left(\nu_0+\frac\Delta2\right)S_{1+}
+aS_{1+}S_{2z}-bS_{1z}S_{2+}.
\]

The two coupling terms have different meanings. The term with \(a\) contains the partner's component along the field, which makes radical 1 precess faster or slower. The term with \(b\) contains the partner's transverse component. It rotates at the partner's own frequency, and it can act steadily on radical 1 only if the two frequencies are close.

The new operators on the right need equations of their own. Define

\[
X_1=S_{1+},\quad X_2=S_{2+},\quad
Y_1=2S_{1+}S_{2z},\quad Y_2=2S_{1z}S_{2+}.
\]

In this notation

\[
[H,X_1]=\left(\nu_0+\frac\Delta2\right)X_1+\frac a2Y_1-\frac b2Y_2 .
\]

For \(Y_1\), the Zeeman terms give \((\nu_0+\Delta/2)Y_1\). The term with \(a\) gives

\[
a[S_{1z}S_{2z},2S_{1+}S_{2z}]=2aS_{1+}S_{2z}^2=\frac a2X_1,
\]

because \(S_{2z}^2=1/4\) for spin 1/2. In the flip-flop term, \(S_{1+}S_{2-}\) contributes nothing, since \(S_{1+}^2=0\). The other part gives

\[
b[S_{1-}S_{2+},S_{1+}S_{2z}]
=b\left(S_{1-}S_{1+}S_{2+}S_{2z}-S_{1+}S_{1-}S_{2z}S_{2+}\right).
\]

For spin 1/2 the products are

\[
S_{1-}S_{1+}=\tfrac12-S_{1z},\quad
S_{1+}S_{1-}=\tfrac12+S_{1z},\quad
S_{2+}S_{2z}=-\tfrac12S_{2+},\quad
S_{2z}S_{2+}=\tfrac12S_{2+}.
\]

The right-hand side becomes

\[
-\frac b2\left[\left(\tfrac12-S_{1z}\right)+\left(\tfrac12+S_{1z}\right)\right]S_{2+}
=-\frac b2X_2 .
\]

Hence

\[
[H,Y_1]=\left(\nu_0+\frac\Delta2\right)Y_1+\frac a2X_1-\frac b2X_2 .
\]

The equations for \(X_2\) and \(Y_2\) follow by exchanging the labels 1 and 2 and changing the sign of \(\Delta\). The four equations are closed.

### Sorting by the partner's direction

Form the combinations

\[
U_1^\pm=X_1\pm Y_1=S_{1+}(1\pm2S_{2z}),\qquad
U_2^\pm=X_2\pm Y_2=(1\pm2S_{1z})S_{2+}.
\]

The factor \(1+2S_{2z}\) vanishes when radical 2 is down, and \(1-2S_{2z}\) vanishes when it is up. The upper sign therefore selects precession with the partner up, and the lower sign precession with the partner down.

Adding or subtracting the equations for \(X_1\) and \(Y_1\), and using \(Y_1\pm X_1=\pm U_1^\pm\) and \(Y_2\pm X_2=\pm U_2^\pm\), gives

\[
[H,U_1^\pm]=\left(\nu_0\pm\frac a2+\frac\Delta2\right)U_1^\pm\mp\frac b2U_2^\pm .
\]

In the same way

\[
[H,U_2^\pm]=\left(\nu_0\pm\frac a2-\frac\Delta2\right)U_2^\pm\mp\frac b2U_1^\pm .
\]

The upper and lower signs do not mix. In each of these two sectors, two oscillators with frequency difference \(\Delta\) are coupled by \(\mp b/2\). Apart from the common frequency \(\nu_0\pm a/2\), their matrix is

\[
K_\pm=\frac12\begin{pmatrix}\Delta&\mp b\\ \mp b&-\Delta\end{pmatrix},
\qquad K_\pm^2=\frac{R^2}{4}.
\]

Its eigenvalues are \(\eta R/2\) with \(\eta=\pm1\), so the line positions are

\[
\nu_0\pm\frac a2+\eta\frac R2,
\]

with the sign and \(\eta\) chosen independently. They agree with the four level differences of the first derivation.

### The signal carried by each line

Suppose that a short pulse has turned the thermal magnetization of both radicals into the transverse plane. At high temperature, the part of the density operator that produces the signal is proportional to \(S_x\). The signal is then proportional to \(\mathrm{Tr}[S_-S_+(t)]\), with \(S_\pm=S_{1\pm}+S_{2\pm}\). The other part of \(S_x\) contributes nothing, because \(S_+S_+(t)\) raises \(M\) by two and has zero trace.

The detected operator is

\[
S_+=\tfrac12\left(U_1^++U_2^++U_1^-+U_2^-\right).
\]

The four operators are mutually orthogonal under the trace. Operators of the same radical with opposite signs contain \((1+2S_z)(1-2S_z)=0\). Operators of different radicals leave a single raising or lowering operator for each spin, whose trace vanishes. All four have the same norm:

\[
\mathrm{Tr}(U_1^{\pm\dagger}U_1^\pm)
=\mathrm{Tr}_1(S_{1-}S_{1+})\,\mathrm{Tr}_2(1\pm2S_{2z})^2=1\times4=4 .
\]

Each sector therefore carries half of the signal and starts from the vector \((1,1)/\sqrt2\). The projector on the eigenvalue \(\eta R/2\) is

\[
Q_\eta^\pm=\frac12\left(1+\frac{2\eta K_\pm}{R}\right).
\]

The expectation value of \(K_\pm\) in \((1,1)/\sqrt2\) is \(\mp b/2\), since the diagonal elements cancel. Multiplying the resulting probability by the sector's share 1/2 gives

\[
w_\eta^\pm=\frac14\left(1\mp\frac{\eta b}{R}\right)=\frac14(1\pm\eta s).
\]

These are the weights found before.

### Why the splitting becomes 3/2 as large

For \(|\Delta|\gg|b|\), the oscillators in a sector are far out of resonance. The probability of transfer from \(U_1^\pm\) to \(U_2^\pm\) is the squared off-diagonal element of \(e^{2\pi iK_\pm t}\). Because \(K_\pm^2=R^2/4\),

\[
e^{2\pi iK_\pm t}=\cos(\pi Rt)+\frac{2iK_\pm}{R}\sin(\pi Rt),
\]

and the transferred fraction is

\[
P(t)=\frac{b^2}{R^2}\sin^2(\pi Rt).
\]

Its largest value is \(b^2/R^2\). In the model pair \(|b|=3.25\) MHz. At \(\Delta=100\) MHz, where \(R=100.05\) MHz, the largest fraction is only 0.001. Each radical then sees the partner's longitudinal field alone, and its two lines differ by \(|a|=|d|\).

At \(\Delta=0\) the transfer can be complete. The sum \(U_1^\pm+U_2^\pm\) now has a single frequency,

\[
\nu_0\pm\frac a2\mp\frac b2=\nu_0\pm\frac{a-b}{2}.
\]

The detected signal contains these sums and not the differences \(U_1^\pm-U_2^\pm\). The visible splitting is therefore

\[
|a-b|=\left|d+\frac d2\right|=\frac{3|d|}{2}.
\]

The longitudinal coupling supplies \(|d|\). The partner's transverse component, which now rotates in step, supplies \(|d|/2\) with the same sign.

The role of the flip-flop term can be isolated by multiplying it by a factor \(\lambda\) at \(\Delta=0\). Then \(b=-\lambda d/2\), and the outermost splitting is \(|d|(1+\lambda/2)\) for \(0\le\lambda\le1\). Direct diagonalization of the model gives 6.51, 8.13 and 9.76 MHz for \(\lambda=0\), 0.5 and 1. This test confirms that the increase comes from the flip-flop term.

### Between the limits

The two lines centred at \(\nu_0+R/2\) differ by \(|a|\), whatever the value of \(\Delta\). The same is true of those centred at \(\nu_0-R/2\). The original doublets therefore do not widen. The outer lines, one from each doublet, have for \(b=-d/2\) the separation and joint share

\[
D=|d|+R,\qquad W=\frac12\left(1+\frac{|d|}{2R}\right).
\]

As \(|\Delta|\) decreases, \(D\) falls and \(W\) rises. For the model pair:

| \(\Delta\) (MHz) | \(D\) (MHz) | \(W\) |
|---:|---:|---:|
| 100 | 106.56 | 0.516 |
| 20 | 26.77 | 0.580 |
| 5.63 | 13.01 | 0.750 |
| 2 | 10.32 | 0.926 |
| 0.5 | 9.80 | 0.994 |
| 0 | 9.76 | 1.000 |

At \(\Delta=2\) MHz, for instance, \(R=\sqrt{2^2+3.253^2}=3.82\) MHz, so \(D=6.51+3.82\), or 10.32 MHz before the terms are rounded.

The third row is the point where the inner lines coincide at \(\nu_0\). This requires \(R=|d|\), and hence

\[
\Delta^2=d^2-\frac{d^2}{4},\qquad |\Delta|=\frac{\sqrt3}{2}|d| .
\]

There \(|d|/(2R)=1/2\), which gives \(W=3/4\).

Near the strong limit, expansion in \(\Delta/d\) gives

\[
R\simeq\frac{|d|}{2}+\frac{\Delta^2}{|d|},\qquad
D\simeq\frac{3|d|}{2}+\frac{\Delta^2}{|d|},\qquad
1-W\simeq\frac{\Delta^2}{d^2}.
\]

At \(\Delta=0.5\) MHz the last estimate is 0.0059, and the diagonalization gives 0.0058. A small frequency difference thus changes both the splitting and the inner intensity only in second order.

### When exchange is present

If the electron clouds overlap slightly, an exchange coupling \(J\mathbf S_1\cdot\mathbf S_2\) may be added. Since \(\mathbf S_1\cdot\mathbf S_2=S_{1z}S_{2z}+F/2\), the coefficients become

\[
a=d+J,\qquad b=J-\frac d2 .
\]

The spacing within a weak-coupling doublet is now \(|d+J|\). At \(\Delta=0\), the visible splitting is

\[
|a-b|=\left|d+J-J+\frac d2\right|=\frac{3|d|}{2}.
\]

Exchange drops out because it shifts all three triplet levels equally. A nonzero \(\Delta\) with \(|\Delta|\ll|b|\) shifts the two visible lines relative to each other by about \(\Delta^2/(2|b|)\), and they can even cross. The value \(3|d|/2\) therefore also requires \(\Delta^2\ll|b\,d|\). The ratio of the strong-coupling to the weak-coupling splitting is therefore \(3|d|/(2|d+J|)\), which is close to 3/2 if \(|J|\ll|d|\). With \(J=1\) MHz in the model pair, the splittings are 7.51 and 9.76 MHz, and their ratio is 1.30. A large \(|J|\) can also make the middle states nearly \(T_0\) and \(S\) when \(\Delta\) is not small compared with \(d\). Two lines then carry almost all the intensity, but their splitting need not be close to \(3|d|/2\). With \(J=1000\) MHz and \(\Delta=100\) MHz in the model pair, it is 4.75 MHz.

### What each derivation assumes

Both derivations assume two spins 1/2 at fixed positions, point dipoles, a static \(\Delta\), and a field strong enough to suppress changes of \(M\). Relaxation is absent, so the lines have no width. In a real spectrum, the distance between two maxima gives the splitting accurately only if the lines overlap little.

The high-field step was tested separately by diagonalizing the Hamiltonian with the complete dipolar interaction. The cases covered four angles from \(0^\circ\) to \(90^\circ\), four values of \(\Delta\) from 0 to 100 MHz, and \(J=0\) and 1 MHz. Line positions agreed with the formulas within \(2\nu_{dd}^2/\nu_0\), and weights within 0.005 on the scale where all four add to one. The numerical output lists the values for the model pair.

The derivations differ in how the state of the pair enters. The first finds the stationary levels and then assigns populations to them. It can treat thermal and singlet-born pairs with the same transition strengths, provided that the excitation is weak and coherences between the levels may be ignored. The second obtains the frequencies from operator equations, without specifying any state. Its weights, however, assume an initial transverse magnetization shared equally by both radicals and a detector that responds equally to both.

Spin 1/2 also enters at different places. In the first derivation it limits the problem to four levels, with two states at \(M=0\). In the second, spin-1/2 relations such as \(S_z^2=1/4\) and \(S_+^2=0\) close the equations of motion after four operators. For larger spins neither calculation can be taken over unchanged, and the simple doublets found here belong to two spins 1/2. The factor 3/2 itself survives in the root-mean-square width of the pattern. One can write \(H_{\rm sec}=d\left(\tfrac32S_{1z}S_{2z}-\tfrac12\mathbf S_1\cdot\mathbf S_2\right)\), and the scalar product commutes with \(S_x\). For two equal spins of any size, the width at \(\Delta=0\) is therefore 3/2 times the width produced by \(dS_{1z}S_{2z}\) alone.

## Table of computed values

```
g factor: 2.002319
distance: 2.0 nm = 37.795 bohr
angle theta: 90 degrees
mean Larmor frequency nu0: 10000 MHz
dipolar constant nu_dd: 6.5051 MHz
dipolar constant nu_dd: 9.8867e-10 hartree
secular coupling d: 6.5051 MHz
size of neglected shifts nu_dd^2/nu0: 0.0042 MHz
Delta, R, outer separation, doublet spacing (MHz); outer share; singlet-born line
  100.0000  100.0529  106.5580   6.5051   0.5163  0.12487
   20.0000   20.2628   26.7679   6.5051   0.5803  0.12178
    5.6336    6.5051   13.0103   6.5051   0.7500  0.09375
    2.0000    3.8183   10.3234   6.5051   0.9259  0.03430
    0.5000    3.2908    9.7959   6.5051   0.9942  0.00289
    0.0000    3.2526    9.7577   6.5051   1.0000  0.00000
inner lines coincide at Delta: 5.6336 MHz
inner share at Delta = 0.5 MHz: 0.00581
estimate (Delta/d)^2: 0.00591
Delta = 100 MHz, line offsets from nu0 (MHz): 53.2790 -46.7739 46.7739 -53.2790
Delta = 100 MHz, line weights: 0.2581 0.2419 0.2419 0.2581
Delta = 0 MHz, line offsets from nu0 (MHz): 4.8788 1.6263 -1.6263 -4.8788
Delta = 0 MHz, line weights: 0.5000 0.0000 0.0000 0.5000
weak-coupling splitting: 6.5051 MHz
strong-coupling splitting: 9.7577 MHz
strong-coupling splitting: 1.4830e-09 hartree
ratio strong/weak: 1.500000
flip-flop scale 0.0, outermost splitting: 6.5051 MHz
flip-flop scale 0.5, outermost splitting: 8.1314 MHz
flip-flop scale 1.0, outermost splitting: 9.7577 MHz
with J = 1.0 MHz, weak splitting: 7.5051 MHz
with J = 1.0 MHz, strong splitting: 9.7577 MHz
with J = 1.0 MHz, ratio: 1.3001
```
